# Nuclear Forces from Back-Propagated Density Matrices in an Orthogonalized Atomic Basis, part 2

We seek the derivative of the ground-state energy $E_0$ with respect to a nuclear coordinate $x$ from density matrices between $\langle L|$ and $|R\rangle$. Hartree atomic units are used; superscript $x$ means $d/dx$. The $n$ real basis functions $\chi_\mu$ have overlap $S$, and the orbitals $\chi C$ obey $C^TSC=1$. A tilde marks an AO quantity differentiated first, then transformed with $C$. With $E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $e_{pqrs}=E_{pq}E_{rs}-\delta_{qr}E_{ps}$,

$$H=E_{nn}+\sum_{pq}h_{pq}E_{pq}+\tfrac12\sum_{pqrs}(pq|rs)\,e_{pqrs}, \tag{2}$$

$$\gamma_{pq}=\frac{\langle L|E_{pq}|R\rangle}{\langle L|R\rangle},\qquad\Gamma_{pqrs}=\frac{\langle L|e_{pqrs}|R\rangle}{\langle L|R\rangle}. \tag{3}$$

$H^x$ differentiates only the coefficients in (2), including the change of $C$:

$$g\equiv\frac{\langle L|H^x|R\rangle}{\langle L|R\rangle}=E_{nn}^x+\sum h_{pq}^x\gamma_{pq}+\tfrac12\sum(pq|rs)^x\,\Gamma_{pqrs}. \tag{4}$$

With $E=\langle L|H|R\rangle/\langle L|R\rangle$,

$$E^x=g+\frac{\langle L^x|(H-E)|R\rangle+\langle L|(H-E)|R^x\rangle}{\langle L|R\rangle}. \tag{5}$$

For the ground state $|0\rangle$ on both sides (pure), $g=g_0=dE_0/dx$. Mixed means $L=\Phi_T$, the trial determinant, and $R=|0\rangle$.

Write $C^x=CT$, $T=-\tfrac12\tilde S^x+\kappa$, with $\kappa$ antisymmetric. For Löwdin orbitals, in the eigenbasis of $S$ (eigenvalues $s_i$), before rotation back,

$$T_{ij}=-\frac{S^x_{ij}}{(\sqrt{s_i}+\sqrt{s_j})\sqrt{s_j}},\qquad\kappa_{ij}=-\frac{S^x_{ij}\,(\sqrt{s_i}-\sqrt{s_j})}{2(\sqrt{s_i}+\sqrt{s_j})\sqrt{s_is_j}}. \tag{7}$$

Let $\gamma^s=\tfrac12(\gamma+\gamma^T)$, $\Gamma^s$ be $\Gamma$ averaged over the eight index permutations without conjugation, $W=\tfrac12(F+F^T)$ and $\hat\kappa=\sum\kappa_{tu}E_{tu}$. Then

$$F_{tp}=\sum_qh_{tq}\gamma^s_{pq}+\sum_{qrs}(tq|rs)\,\Gamma^s_{pqrs}, \tag{11}$$

$$g=E_{nn}^x+\tilde V^x\!\cdot\gamma+\tilde h^x_{\rm bas}\!\cdot\gamma+\tfrac12\widetilde{(pq|rs)}^x\!\cdot\Gamma-\operatorname{tr}(\tilde S^xW)+\sum_{tp}\kappa_{tp}(F_{tp}-F_{pt}), \tag{12}$$

$$\sum_{tp}\kappa_{tp}(F_{tp}-F_{pt})=\frac{\langle L|[H,\hat\kappa]|R\rangle}{\langle L|R\rangle}. \tag{13}$$

Dots sum over all indices. In (12), $V^x$ differentiates the nuclear-attraction operator and $h^x_{\rm bas}$ the moving functions. The terms are electrostatic (first two), Pulay (next three) and rotation (last). Two orthogonalization recipes coinciding at the reference geometry differ by

$$g'-g=\sum_{tp}(\kappa'-\kappa)_{tp}(F_{tp}-F_{pt}). \tag{14}$$

Example: NO in STO-3G, N at the origin, O at $z=R=2.2$ bohr, $x=z_O$, 15 electrons, $n=10$ Löwdin orbitals. $\Phi_T$ is the ROHF determinant; $|0\rangle$ is the lowest FCI state in its symmetry block (1344 of 5400 determinants). $E_{nn}^x=-11.570248$ and $g_0=-0.195736$ Ha/bohr.

### 11. Error of the back-propagated estimator

Let $H|k\rangle=E_k|k\rangle$ with real orthonormal eigenvectors, $\Delta_k=E_k-E_0>0$ for $k>0$, and $|\Phi_T\rangle=\sum_kc_k|k\rangle$ normalized with $c_0\neq0$. Take $|R\rangle=|0\rangle$, the limit of a long unconstrained forward projection, and $\langle L|=\langle\Phi_T|e^{-\tau(H-E_0)}=\sum_kc_ke^{-\Delta_k\tau}\langle k|$. Orthogonality gives $\langle L|0\rangle=c_0$ for all $\tau$, and the $k=0$ term of the numerator gives $c_0g_0$, so

$$g(\tau)-g_0=\sum_{k>0}\frac{c_k}{c_0}\,e^{-\Delta_k\tau}\langle k|H^x|0\rangle. \tag{15}$$

With $H$ in place of $H^x$ every matrix element $\langle k|H|0\rangle$ is zero, which is why the energy needs no back propagation. The elements of $H^x$ are not zero. Differentiating $(H-E_0)|0\rangle=0$ and projecting on $\langle k|$ gives $\langle k|H^x|0\rangle=-\Delta_k\langle k|0^x\rangle$: they measure how the ground state itself changes with geometry. At $\tau=0$, (15) thus equals $-\langle\Phi_T|(H-E_0)|0^x\rangle/c_0$, the term that separates $g$ from $E^x$ in (5).

A bound follows from the Cauchy–Schwarz inequality. Let $\Delta$ be the smallest gap among states with $c_k\langle k|H^x|0\rangle\ne0$. Then each contributing exponential is at most $e^{-\Delta\tau}$, $\sum_{k>0}c_k^2=1-c_0^2$, and $\sum_{k>0}\langle k|H^x|0\rangle^2=\|(H^x-g_0)|0\rangle\|^2\equiv\sigma^2$, so

$$|g(\tau)-g_0|\le e^{-\Delta\tau}\tan\theta\;\sigma,\qquad\cos\theta=|c_0|. \tag{16}$$

The same expansion applied to (13) gives the rotation term as $\sum_{k>0}(c_k/c_0)e^{-\Delta_k\tau}\Delta_k\langle k|\hat\kappa|0\rangle$, a part of (15) that decays with the gaps of its own contributing states.

If the ket is also inexact, write $\langle L|=\langle0|+\langle\delta L|$ and $|R\rangle=|0\rangle+|\delta R\rangle$ with both deviations orthogonal to $|0\rangle$. Expanding numerator and denominator gives $E-E_0=\langle\delta L|(H-E_0)|\delta R\rangle/(1+\langle\delta L|\delta R\rangle)$, which is bilinear to leading order, while

$$g-g_0=\langle\delta L|H^x|0\rangle+\langle0|H^x|\delta R\rangle+\text{bilinear terms}. \tag{17}$$

The gradient error is of first order in each deviation, so a converged energy does not imply a converged force.

For NO, $|c_0|=0.957967$, $\tan\theta=0.29947$, $\sigma=1.5064$ Ha/bohr and $\Delta=0.28993$ Ha. At each $\tau$ below, (12) with the Löwdin $\kappa$ was tested against the matrix element of a Fock-space $H^x$ built from numerically differentiated integrals, and the error was tested against (16).

| $\tau$ (Ha$^{-1}$) | $g$ | $g-g_0$ | bound (16) | rotation term |
|---|---|---|---|---|
| 0 | −0.085163 | 1.11e−1 | 4.51e−1 | +1.04e−4 |
| 1 | −0.171964 | 2.38e−2 | 3.38e−1 | −3.62e−4 |
| 2 | −0.188829 | 6.91e−3 | 2.53e−1 | −1.52e−4 |
| 5 | −0.195420 | 3.16e−4 | 1.06e−1 | −1.92e−6 |
| 10 | −0.195705 | 3.10e−5 | 2.48e−2 | +1.35e−7 |
| 20 | −0.195734 | 2.08e−6 | 1.37e−3 | +6.91e−10 |
| 40 | −0.195736 | 6.66e−9 | 4.15e−6 | +1.12e−12 |

All entries except $\tau$ are in Ha/bohr. The bound at $\tau=0$ is $0.29947\times1.5064=0.451$. It holds throughout but exceeds the error by a factor of several hundred from $\tau=5$ on, because it assigns the slowest decay to the whole amplitude. The term of (15) with the gap $\Delta$ has an amplitude of just $+0.000730$ Ha/bohr, less than 1% of the 0.111 at $\tau=0$, so the rest belongs to states with larger gaps. Between $\tau=0$ and 1 the effective rate is $\ln(0.111/0.0238)\approx1.5$ Ha. At $\tau=40$ the slowest term is $0.000730\,e^{-11.597}=6.7\times10^{-9}$, which accounts for the error. At $\tau=20$ it is $0.000730\,e^{-5.799}=2.21\times10^{-6}$, above the full error of $2.08\times10^{-6}$, so the other terms add to a negative number there. This is why the rate between $\tau=20$ and 40, 0.28720 Ha, lies slightly below $\Delta$. In this example $\tau=5$ Ha$^{-1}$ leaves an error of 0.16% of $g_0$. The rotation term changes sign twice and is smaller than the error by factors from about 45 to several thousand over the table. Symmetry of $F$ is necessary for convergence and not sufficient: with $L=R=\Phi_T$ a converged ROHF determinant is stationary under the rotations $e^{\hat\kappa}$, so (13) vanishes for all $\kappa$ although $\Phi_T$ is not the ground state.

### 12. Auxiliary-field form of the propagator

The array $(pq|rs)$, read as a matrix over the pairs $pq$ and $rs$, is symmetric and positive semidefinite, since it is the Coulomb energy form of orbital products. Its eigenvectors scaled by the roots of the eigenvalues, or a Cholesky factorization, give $(pq|rs)=\sum_\alpha L^\alpha_{pq}L^\alpha_{rs}$ with real symmetric $L^\alpha$. There are at most $n(n+1)/2=55$ of them for NO, and 53 with eigenvalues above $10^{-11}$ were kept. Of the other two, one vanishes exactly because $p_x^{\rm N}p_y^{\rm O}$ and $p_y^{\rm N}p_x^{\rm O}$ are the same function, and one has an eigenvalue below $10^{-13}$. With $\hat v_\alpha=\sum L^\alpha_{pq}E_{pq}$,

$$\tfrac12\sum(pq|rs)e_{pqrs}=\tfrac12\sum_\alpha\hat v_\alpha^2-\tfrac12\sum_{ps}\Big(\sum_\alpha L^\alpha L^\alpha\Big)_{ps}E_{ps}.$$

Let $\bar v_\alpha=\langle\Phi_T|\hat v_\alpha|\Phi_T\rangle$. The identity $\hat v^2=(\hat v-\bar v)^2+2\bar v\hat v-\bar v^2$ gives

$$H=E_c+\hat K+\tfrac12\sum_\alpha(\hat v_\alpha-\bar v_\alpha)^2,\qquad K=h-\tfrac12\sum_\alpha L^\alpha L^\alpha+\sum_\alpha\bar v_\alpha L^\alpha, \tag{18}$$

with $E_c=E_{nn}-\tfrac12\sum\bar v_\alpha^2$ and $\hat K=\sum K_{pq}E_{pq}$. Its action on the trial vector was tested against the Fock-space matrix of $H$. The constant $E_c$ cancels from every ratio below.

Let $y_\alpha$ be independent normal variables with density $p(y)$, and $\hat u_\alpha=\hat v_\alpha-\bar v_\alpha$. For one Hermitian $\hat u$, the Gaussian integral $\int p(y)e^{iay}dy=e^{-a^2/2}$ applied to each eigenvalue gives the Hubbard–Stratonovich identity $e^{-\Delta\tau\hat u^2/2}=\int p(y)\,e^{i\sqrt{\Delta\tau}y\hat u}dy$. For many fields in one exponential, expand and use the Gaussian moments. Odd moments vanish, the second order gives $-\tfrac12\Delta\tau\sum\hat u_\alpha^2$ as wanted, and the fourth order gives $\tfrac{\Delta\tau^2}{24}\sum_{\alpha\beta}(\hat u_\alpha^2\hat u_\beta^2+\hat u_\alpha\hat u_\beta\hat u_\alpha\hat u_\beta+\hat u_\alpha\hat u_\beta^2\hat u_\alpha)$ where $\tfrac{\Delta\tau^2}{8}\sum\hat u^2_\alpha\hat u^2_\beta$ is wanted. These agree when the $\hat u_\alpha$ commute. Therefore

$$e^{-\Delta\tau(H-E_c)}=\int p(y)\,\hat B(y)\,e^{-i\sqrt{\Delta\tau}\,y\cdot\bar v}dy+O(\Delta\tau^2),\quad\hat B(y)=e^{-\Delta\tau\hat K/2}e^{i\sqrt{\Delta\tau}\,y\cdot\hat v}e^{-\Delta\tau\hat K/2}, \tag{19}$$

and the error accumulated over a fixed time is of first order in $\Delta\tau$.

The integrand is an entire function of $y$ with Gaussian decay along the real direction, so the contour may be shifted, $y=\xi-\bar\xi$ with real $\xi$ and complex $\bar\xi$. Since $p(\xi-\bar\xi)=p(\xi)\,e^{\xi\cdot\bar\xi-\bar\xi\cdot\bar\xi/2}$, one samples $\xi$ from $p$, propagates with $\hat B(\xi-\bar\xi)$ and carries this exponential as a factor. The shift may depend on the fields of earlier steps, because these are constants in the integral over the current step. For a walker $|\phi\rangle$ with $\langle\hat v\rangle=\langle\Phi_T|\hat v|\phi\rangle/\langle\Phi_T|\phi\rangle$, the overlap ratio times the scalar in (19) is $1+i\sqrt{\Delta\tau}\,y\cdot(\langle\hat v\rangle-\bar v)$ to order $\sqrt{\Delta\tau}$. Its part linear in $\xi$ cancels against $e^{\xi\cdot\bar\xi}$ for the force bias

$$\bar\xi_\alpha=-i\sqrt{\Delta\tau}\,(\langle\hat v_\alpha\rangle-\bar v_\alpha). \tag{20}$$

No derivative of $L^\alpha$ is needed. The fields generate $\gamma$ and $\Gamma$ at one geometry, and the geometry derivative sits in the integrals of (12).

### 13. Determinants along a path

For $\hat M=\sum M_{tu}E_{tu}$, $[\hat M,a^\dagger_p]=\sum_ta^\dagger_tM_{tp}$. The operators $e^{\lambda\hat M}a^\dagger_pe^{-\lambda\hat M}$ and $\sum_ta^\dagger_t(e^{\lambda M})_{tp}$ obey the same linear differential equation in $\lambda$ with the same initial value, so they are equal. A determinant is $\prod_i\big(\sum_pa^\dagger_p\varphi_{pi}\big)|\mathrm{vac}\rangle$ with an $n\times N_\sigma$ matrix $\varphi$ for each spin. Inserting $e^{-\hat M}e^{\hat M}$ between the factors and using $e^{\hat M}|\mathrm{vac}\rangle=|\mathrm{vac}\rangle$ shows that $e^{\hat M}$ maps $\varphi$ to $e^M\varphi$. Expanding both states over occupation strings gives minors of $\varphi$ as coefficients, and the Cauchy–Binet formula gives the overlap $\det(\varphi_L^\dagger\varphi_R)$ for each spin.

For one spin, these two facts give $\langle L|e^{\epsilon\hat M}e^{\eta\hat N}|R\rangle=\det A$ with $A=\varphi_L^\dagger e^{\epsilon M}e^{\eta N}\varphi_R$. Let $P=\varphi_R(\varphi_L^\dagger\varphi_R)^{-1}\varphi_L^\dagger$. Using $\partial\ln\det A=\operatorname{tr}(A^{-1}\partial A)$, $\partial A^{-1}=-A^{-1}(\partial A)A^{-1}$ and the cyclic property of the trace, at $\epsilon=\eta=0$,

$$\partial_\epsilon\ln\det A=\operatorname{tr}(MP),\qquad\partial_\epsilon\partial_\eta\ln\det A=\operatorname{tr}(MNP)-\operatorname{tr}(MPNP).$$

The left sides are $\langle\hat M\rangle$ and $\langle\hat M\hat N\rangle-\langle\hat M\rangle\langle\hat N\rangle$. Choose $M$ with a single 1 at position $pq$ and $N$ with a single 1 at $rs$. Then $\operatorname{tr}(MP)=P_{qp}\equiv G_{pq}=\langle a^\dagger_pa_q\rangle$, $\operatorname{tr}(MNP)=\delta_{qr}P_{sp}=\delta_{qr}G_{ps}$ and $\operatorname{tr}(MPNP)=P_{qr}P_{sp}=G_{rq}G_{ps}$. The $\delta_{qr}$ term is the one subtracted in $e_{pqrs}$. For opposite spins the overlap factorizes and the average is a plain product. Summing over spins,

$$G^\sigma=\big[\varphi^\sigma_R(\varphi_L^{\sigma\dagger}\varphi^\sigma_R)^{-1}\varphi_L^{\sigma\dagger}\big]^T,\quad\gamma=G^\uparrow+G^\downarrow,\quad\Gamma_{pqrs}=\gamma_{pq}\gamma_{rs}-\sum_\sigma G^\sigma_{ps}G^\sigma_{rq}. \tag{21}$$

### 14. The back-propagated estimator

Take $n_f$ steps before the measurement and $m$ after it, and let $\hat O$ be $E_{pq}$ or $e_{pqrs}$. Applying (19) with the shift to every step,

$$\frac{\langle\Phi_T|e^{-m\Delta\tau H}\hat Oe^{-n_f\Delta\tau H}|\Phi_T\rangle}{\langle\Phi_T|e^{-(m+n_f)\Delta\tau H}|\Phi_T\rangle}\simeq\frac{\mathbb E\big[J\,\langle\Phi_T|\hat B_{n_f+m}\cdots\hat B_{n_f+1}\hat O\hat B_{n_f}\cdots\hat B_1|\Phi_T\rangle\big]}{\mathbb E\big[J\,\langle\Phi_T|\hat B_{n_f+m}\cdots\hat B_1|\Phi_T\rangle\big]},$$

up to the time-step error, with $J=\prod_je^{\xi_j\cdot\bar\xi_j-\bar\xi_j\cdot\bar\xi_j/2-i\sqrt{\Delta\tau}\,y_j\cdot\bar v}$. The ket is the walker $\varphi_R=B_{n_f}\cdots B_1\varphi_T$. The bra is the adjoint of the determinant

$$\varphi_L=B^\dagger_{n_f+1}B^\dagger_{n_f+2}\cdots B^\dagger_{n_f+m}\,\varphi_T, \tag{22}$$

since the adjoint reverses a product: the latest step acts on $\varphi_T$ first. With $X=i\sqrt{\Delta\tau}\,y\cdot L$ symmetric and $K$ real symmetric, $B^\dagger=e^{-\Delta\tau K/2}e^{X^*}e^{-\Delta\tau K/2}$, where the conjugation acts on both $i$ and the complex shifted field $y$. Multiplying and dividing the numerator by $\langle\varphi_L|\varphi_R\rangle$, which is the full path overlap in the denominator,

$$\gamma=\frac{\mathbb E[w\,\gamma_{\rm path}]}{\mathbb E[w]},\qquad\Gamma=\frac{\mathbb E[w\,\Gamma_{\rm path}]}{\mathbb E[w]},\qquad w=J\,\langle\varphi_L|\varphi_R\rangle, \tag{23}$$

with the path matrices from (21). The weight is the one at step $n_f+m$, after the fields used in (22) have been drawn, so the walk must run $m$ steps past the measurement and store the shifted fields $y_j$. The product in (21) is formed for each path before averaging; the product of averaged $G$ would discard the correlation that $\Gamma$ carries.

For a single fixed path of a few steps with complex fields, (21) and (22) were tested against explicit propagation of the string coefficients. The largest deviation in $\gamma$ and $\Gamma$ is $3\times10^{-15}$. Applying the adjoints in the opposite order changes $\gamma$ by up to 0.051, because the $B_j$ do not commute.

### 15. Implementation

1. At the reference geometry form $C$, $h$, $(pq|rs)$, $L^\alpha$, $\bar v$, $K$ and $\varphi_T=C^{-1}C_{\rm SCF}$ restricted to the occupied columns of each spin.
2. After each step replace $\varphi$ by $\varphi(\varphi_T^\dagger\varphi)^{-1}$. The matrix $P$ is unchanged under $\varphi\to\varphi Q$ for invertible $Q$, since $Q$ cancels against the inverse. The columns then satisfy $\varphi_T^\dagger\varphi=1$ and stay independent, $\langle\hat v_\alpha\rangle=\sum_\sigma\operatorname{tr}(L^\alpha\varphi\varphi_T^\dagger)$, and the determinant divided out is the overlap ratio of the step. The product of these ratios telescopes to the path overlap, so $\ln w$ is accumulated from them and from $\ln J$. The same rescaling serves in (22), where the determinant is discarded. It breaks down where the overlap with $\Phi_T$ vanishes.
3. Average by (23), symmetrize by transposition, and take the real part, since the target ratio is real for real $H$ and $\Phi_T$.
4. Build $F$ and $W$ once. Transform $\gamma^s$, $\Gamma^s$ and $W$ to the AO basis, as in $W^{\rm AO}=CWC^T$, so that $\operatorname{tr}(\tilde S^xW)=\sum S^x_{\mu\nu}W^{\rm AO}_{\mu\nu}$, and contract with AO derivative integrals for all coordinates. The rotation term needs $\kappa$ from (7) for each coordinate.
5. Because $g$ is linear in $\gamma$ and $\Gamma$, it also equals $\sum wg_{\rm path}/\sum w$, with $g_{\rm path}$ from (4). Linearizing this ratio about its mean gives, for $N$ independent paths, the standard error $N^{-1/2}\,\mathrm{sd}\{\operatorname{Re}[(w/\bar w)(g_{\rm path}-g)]\}$. The error must be taken for the sum, since all terms of (12) are computed from the same paths and are not independent.

### 16. An unconstrained walk for NO

The walk used 1500 independent paths, $\Delta\tau=0.02$ Ha$^{-1}$, $n_f=m=20$ and full complex weights, so both projection times are 0.4 Ha$^{-1}$. The reference is (12) with $L$ and $R$ both equal to $e^{-0.4H}\Phi_T$ from the eigenvectors of $H$. In Ha/bohr:

| term | walk | reference |
|---|---|---|
| operator | +8.6262 | +8.6125 |
| moving, one-body | +15.2740 | +15.3725 |
| moving, two-body | −12.0012 | −12.0758 |
| overlap | −0.4439 | −0.4447 |
| rotation | +0.0004 | −0.0008 |

Adding the nuclear term, $-11.5702+8.6262+15.2740-12.0012-0.4439+0.0004=-0.1147$, with a standard error of 0.0044, against $-0.1066$ for the reference. The difference of 0.0081 is 1.8 standard errors and contains the time-step error, which was not separated. The test required agreement within four standard errors plus an allowance of 0.005 Ha/bohr for the time step, and a reference overlap term above five standard errors of the total $g$; here it is about a hundred of them. The two moving-function terms deviate by $-0.0985$ and $+0.0746$, far more than the total does, and largely cancel. The ratio $|\sum w|/\sum|w|$ is 0.9997, so phase cancellation plays no part over this total time of 0.8 Ha$^{-1}$; its behaviour at longer times was not computed. The reference itself is 0.089 Ha/bohr away from $g_0$, or 46% of it, since neither side is converged. At this tolerance, about 0.023 Ha/bohr, the walk shows that the sampled paths with back propagation reproduce the reference, whereas leaving the bra at $\Phi_T$ gives $-0.0706$ Ha/bohr and would fail. It does not resolve the details of the weight. In a walk of the same size, setting $w=1$, taking the weight at step $n_f$ or reversing the order in (22) moves $g$ by about 0.002 Ha/bohr, and dropping the factor that goes with the shift moves it by 0.015 Ha/bohr, all within the tolerance. The order in (22) rests on the single-path test of section 14, and the form of $w$ rests on the derivation, not on the walk. It does not check the choice (20): the exact average is the same for any shift $\bar\xi$, which affects only the spread of the weights. The walk is not a determination of the force. The table entries and totals are listed in the numerical output, and the differences and ratios follow from them.

### 17. Constrained walks

The phaseless approximation replaces the complex weight factor of each step by a real nonnegative one, its modulus times $\max(0,\cos\Delta\theta)$ with $\Delta\theta$ the phase of the overlap ratio times the scalar $e^{-i\sqrt{\Delta\tau}\,y\cdot\bar v}$ of (19). The weights then differ from $w$ in (23), and the equality with the projected ratio is lost. What remains is that the averages define an operator $\rho=\sum w'|\varphi_R\rangle\langle\varphi_L|/\langle\varphi_L|\varphi_R\rangle\big/\sum w'$ of unit trace, and (12), being an identity in $\gamma$ and $\Gamma$, gives $g=\operatorname{Tr}(\rho H^x)$. Writing $\rho=|0\rangle\langle0|+\delta\rho$ gives $g-g_0=\operatorname{Tr}(\delta\rho\,H^x)$, of first order in the constraint error and not removed by a longer $\tau$ unless this trace itself tends to zero. The energy $\operatorname{Tr}(\rho H)$ has the derivative $g+\operatorname{Tr}(\rho^xH)$, where $\rho^x$ contains the response of the walk and of the trial that steers it, and nothing above makes the second term vanish. The back-propagated $g$ of a constrained walk is thus an estimate of $dE_0/dx$ with its own bias, it depends on $\kappa$ through (14) when $F\ne F^T$, and it need not equal the slope of the constrained energy curve. The size of this bias for NO was not computed.

## Computed results

```
NO STO-3G, R = 2.2 bohr, 10 orbitals, sector dimension 1344 of 5400
E_ROHF = -127.52806234 Ha, E_FCI = -127.66480515 Ha, |c0| = 0.957967
overlap eigenvalues min, max = 0.26485 1.78996
max|S~^x| = 0.59357, max|kappa| = 0.02356 1/bohr
nuclear repulsion  pure O -11.570248  pure N +11.570248  mixed O -11.570248 Ha/bohr
operator V^x.gam   pure O +8.717995  pure N -9.368598  mixed O +8.687474 Ha/bohr
moving basis 1e    pure O +14.458413  pure N -13.807810  mixed O +15.542305 Ha/bohr
moving basis 2e    pure O -11.403185  pure N +11.403185  mixed O -12.291191 Ha/bohr
-tr(S^x W)         pure O -0.398711  pure N +0.398711  mixed O -0.453606 Ha/bohr
rotation kappa     pure O -0.000000  pure N +0.000000  mixed O +0.000104 Ha/bohr
electrostatic part O -2.852253, N +2.201649 Ha/bohr
Pulay sum O +2.656517, N -2.005914 Ha/bohr
dE/dz_O formula -0.19573570, FCI finite difference -0.19573570 Ha/bohr
force on O = +0.195736 Ha/bohr = +10.0651 eV/Angstrom
mixed energy - E_FCI = +4.3e-14 Ha, mixed g = -0.085163 Ha/bohr
max|F-F^T| pure 8.0e-15, mixed 0.00860 Ha
Gram-Schmidt g: pure -0.195736, mixed -0.080505 Ha/bohr
kappa = 0 g: mixed -0.085267 Ha/bohr
gap = 0.28993 Ha, tan(theta) = 0.29947, sigma(H^x) = 1.5064 Ha/bohr
leading amplitude (c1/c0)<1|H^x|0> = +0.000730 Ha/bohr
tau  0 1/Ha: g -0.085163 err +1.11e-01 bound 4.51e-01 rot +1.04e-04 Ha/bohr
tau  1 1/Ha: g -0.171964 err +2.38e-02 bound 3.38e-01 rot -3.62e-04 Ha/bohr
tau  2 1/Ha: g -0.188829 err +6.91e-03 bound 2.53e-01 rot -1.52e-04 Ha/bohr
tau  5 1/Ha: g -0.195420 err +3.16e-04 bound 1.06e-01 rot -1.92e-06 Ha/bohr
tau 10 1/Ha: g -0.195705 err +3.10e-05 bound 2.48e-02 rot +1.35e-07 Ha/bohr
tau 20 1/Ha: g -0.195734 err +2.08e-06 bound 1.37e-03 rot +6.91e-10 Ha/bohr
tau 40 1/Ha: g -0.195736 err +6.66e-09 bound 4.15e-06 rot +1.12e-12 Ha/bohr
tau 80 1/Ha: g -0.195736 err +6.44e-14 bound 3.81e-11 rot -2.27e-17 Ha/bohr
decay rate of err, tau 20 to 40: 0.28720 Ha
number of auxiliary fields = 53
single path: Wick vs Fock space 3.2e-15, wrong step order 5.1e-02
walk: 1500 paths, dt = 0.02 1/Ha, 20 forward + 20 back steps
average phase |sum w|/sum|w| = 0.9997
operator V^x.gam   walk +8.6262  exact at same times +8.6125 Ha/bohr
moving basis 1e    walk +15.2740  exact at same times +15.3725 Ha/bohr
moving basis 2e    walk -12.0012  exact at same times -12.0758 Ha/bohr
-tr(S^x W)         walk -0.4439  exact at same times -0.4447 Ha/bohr
rotation kappa     walk +0.0004  exact at same times -0.0008 Ha/bohr
g walk = -0.1147 +- 0.0044, exact at same times -0.1066 Ha/bohr
```
